# Resonant pairs and the zero-temperature ac conductivity of localized electrons

## 1. What dimensions fix

Consider electrons in localized states in \(d\) dimensions. The available quantities are the charge \(e\), \(\hbar\), the frequency \(\omega\), the density of states \(g\) (per volume and energy), the decay length \(a\) of the coupling between states, and the coupling prefactor \(I\), an energy. Two facts about the process restrict how they combine.

- Linear response to a field acting on a charge gives \(\sigma\propto e^2\).
- Absorption moves an electron between two states, so the number of chances is proportional to the number of pairs, hence to \(g^2\).

A conductivity in \(d\) dimensions has the dimension of \((e^2/\hbar)\times\text{length}^{2-d}\). The quantity \(g\hbar\omega\) is a number per volume, so \((g\hbar\omega)^2\) carries \(\text{length}^{-2d}\) and must be multiplied by \(\text{length}^{d+2}\):

\[
\sigma(\omega)=\frac{e^2}{\hbar}\,(g\hbar\omega)^2a^{d+2}\,F_d\!\left(\frac{\hbar\omega}{I}\right).
\]

Dimensions cannot determine \(F_d\). Counting pairs will show that for \(\hbar\omega\ll 2I\) it is a power of a logarithm,

\[
F_d\simeq\frac{\pi}{4}V_d\,L^{d+1},\qquad L=\ln\frac{2I}{\hbar\omega},
\]

where \(V_d\) is the volume of the unit ball (\(V_1=2,\ V_2=\pi,\ V_3=4\pi/3\)).

## 2. Model and assumptions

The states sit at random, uncorrelated positions. Their energies are uncorrelated too, with constant \(g\) around the Fermi level, which is the zero of energy. Two states at distance \(r\) are coupled by

\[
I(r)=I\,e^{-r/a}.
\]

Electrons are spinless and do not interact, and \(T=0\). For two independent spin species the result is doubled, with \(g\) counted per spin. Each absorbing pair is treated as isolated from all other states. The overlap of the two wavefunctions and the dipole element directly between the two sites are neglected.

## 3. One pair

Let the site energies be \(\varepsilon_1,\varepsilon_2\), with mean \(E=(\varepsilon_1+\varepsilon_2)/2\) and difference \(\Delta=\varepsilon_1-\varepsilon_2\). The Hamiltonian is

\[
H=E+\begin{pmatrix}\Delta/2&I(r)\\ I(r)&-\Delta/2\end{pmatrix},\qquad
E_\pm=E\pm\frac{\Gamma}{2},\qquad \Gamma=\sqrt{\Delta^2+4I(r)^2}.
\]

Define \(\cos\varphi=\Delta/\Gamma\) and \(\sin\varphi=2I(r)/\Gamma\). The upper state is \((\cos\tfrac{\varphi}{2},\sin\tfrac{\varphi}{2})\) and the lower one \((-\sin\tfrac{\varphi}{2},\cos\tfrac{\varphi}{2})\). The coordinate along the field is diagonal in the sites, with values \(x_1,x_2\). With \(x=x_2-x_1\),

\[
x_{+-}=(x_2-x_1)\sin\tfrac{\varphi}{2}\cos\tfrac{\varphi}{2}
=\frac{x}{2}\sin\varphi=x\,\frac{I(r)}{\Gamma}.
\]

The dipole is large, of order \(ex/2\), when the site energies differ by less than the coupling. It is small when \(|\Delta|\gg I(r)\), because each state then stays on its own site.

## 4. Absorbed power

A field \(\mathcal F\cos\omega t\) adds the perturbation \(e\hat x\mathcal F\cos\omega t\), up to a sign that drops out. Half of the cosine, \(e^{-i\omega t}/2\), drives absorption, so the golden rule gives the rate

\[
w=\frac{2\pi}{\hbar}\left|\frac{e\mathcal F x_{+-}}{2}\right|^2\delta(\hbar\omega-\Gamma).
\]

Each transition absorbs \(\hbar\omega\), so the power per pair is \(\frac{\pi}{2}\omega e^2\mathcal F^2|x_{+-}|^2\delta(\hbar\omega-\Gamma)\). The time-averaged Joule power per volume is \(\sigma\mathcal F^2/2\). Equating the two for a volume \(\Omega\),

\[
\sigma=\frac{\pi e^2\omega}{\Omega}\sum_{\text{active pairs}}|x_{+-}|^2\,\delta(\hbar\omega-\Gamma).
\]

The delta function is meaningful because the pairs have a continuous spread of \(\Delta\). As a test, the time-dependent Schrödinger equation was solved for pairs with coupling \(0.3\,\hbar\omega\) and a flat spread of \(\Delta\), driven weakly for 64 periods. The growth of the excited population over the second half of this time was 0.992 of the golden-rule value.

## 5. Which pairs are active

At \(T=0\) a pair absorbs if its lower level is filled and its upper level empty, \(E_-<0<E_+\). This means

\[
-\frac{\Gamma}{2}<E<\frac{\Gamma}{2},
\]

a window of width \(\Gamma\), equal to \(\hbar\omega\) at resonance.

For noninteracting electrons this width survives heating. At temperature \(T\), absorption minus stimulated emission is weighted by \(f(E_-)[1-f(E_+)]-f(E_+)[1-f(E_-)]=f(E_-)-f(E_+)\), with \(f\) the Fermi function, and

\[
\int_{-\infty}^{\infty}\!\left[f\!\left(E-\tfrac{\Gamma}{2}\right)-f\!\left(E+\tfrac{\Gamma}{2}\right)\right]dE
=\int_{-\Gamma/2}^{\Gamma/2}\!dy\int_{-\infty}^{\infty}\!\bigl[-f'(E+y)\bigr]dE=\Gamma .
\]

The inner integral is \(f(-\infty)-f(\infty)=1\). Resonant absorption in this model is thus independent of temperature as long as \(g\) is flat over several \(k_BT\). Losses in which phonons let the pair populations lag behind the field are a different process, absent at \(T=0\) and not included here.

## 6. Counting the pairs

The number of unordered pairs per volume is \(\tfrac12 g^2\,d\varepsilon_1d\varepsilon_2\,d^dr\); the factor \(\tfrac12\) prevents double counting. The change to \(E,\Delta\) has unit Jacobian. The integral over \(E\) gives \(\hbar\omega\).

In the integral over \(\Delta\), the condition \(\Gamma=\hbar\omega\) has two roots \(\Delta=\pm\Delta_0\), with \(\Delta_0=\sqrt{(\hbar\omega)^2-4I(r)^2}\). Since \(|d\Gamma/d\Delta|=|\Delta|/\Gamma\),

\[
\int d\Delta\,\delta(\hbar\omega-\Gamma)=\frac{2\hbar\omega}{\Delta_0}.
\]

Collecting the factors,

\[
\sigma=\pi e^2\omega\cdot\frac{g^2}{2}\int d^dr\;x^2\frac{I(r)^2}{(\hbar\omega)^2}\cdot\hbar\omega\cdot\frac{2\hbar\omega}{\Delta_0}
=\pi e^2g^2\omega\int d^dr\,\frac{x^2I(r)^2}{\Delta_0}.
\]

Averaging over directions replaces \(x^2\) by \(r^2/d\), and \(d^dr\) becomes \(d\,V_d\,r^{d-1}dr\). The two factors of \(d\) cancel:

\[
\sigma=\pi V_d\,e^2g^2\omega\int_{r_\omega}^{\infty}\frac{r^{d+1}I(r)^2}{\sqrt{(\hbar\omega)^2-4I(r)^2}}\,dr .
\]

The lower limit comes from level repulsion. A pair cannot have a splitting below \(2I(r)\), so resonance requires \(2I(r)\le\hbar\omega\), or

\[
r\ge r_\omega=a\ln\frac{2I}{\hbar\omega}=aL .
\]

Closer pairs are split too strongly; much more distant pairs have an exponentially small dipole. Absorption is therefore concentrated in a shell of thickness about \(a\) just outside \(r_\omega\).

## 7. The radial integral

Set \(2I(r)=\hbar\omega\sin\theta\). Then

\[
r=r_\omega-a\ln\sin\theta,\qquad dr=-a\frac{\cos\theta}{\sin\theta}\,d\theta,
\]

and \(r\) from \(r_\omega\) to \(\infty\) corresponds to \(\theta\) from \(\pi/2\) to \(0\). The remaining factor is

\[
\frac{I(r)^2}{\sqrt{(\hbar\omega)^2-4I(r)^2}}=\frac{(\hbar\omega)^2\sin^2\theta/4}{\hbar\omega\cos\theta}
=\frac{\hbar\omega\sin^2\theta}{4\cos\theta}.
\]

The cosine cancels against \(dr\), which removes the singularity at the edge. Reversing the limits absorbs the minus sign:

\[
\boxed{\;\sigma=\frac{\pi}{4}V_d\,e^2g^2\hbar\omega^2a^{d+2}\int_0^{\pi/2}\!\sin\theta\,\bigl(L-\ln\sin\theta\bigr)^{d+1}d\theta\;}
\]

This is the full result of the isolated-pair model for \(\hbar\omega\le2I\). Since \(\int_0^{\pi/2}\sin\theta\,d\theta=1\), the integral is an average of \((L+\ell)^{d+1}\), with \(\ell=-\ln\sin\theta\). For \(L\gg1\) the shift \(\ell\) is negligible and

\[
\sigma\simeq\frac{\pi}{4}V_d\,e^2g^2\hbar\omega^2a^{d+2}\ln^{d+1}\!\frac{2I}{\hbar\omega}.
\]

The prefactors \(\tfrac{\pi}{4}V_d\) are \(\pi/2\), \(\pi^2/4\) and \(\pi^2/3\) for \(d=1,2,3\).

Each power can now be traced. One factor of \(\omega\) is the energy absorbed per transition and the other is the occupation window. Two powers of \(L\) come from the squared dipole \((er_\omega)^2\) and \(d-1\) from the surface of the shell. The shell thickness contributes \(a\) and no logarithm.

The counting was tested by drawing random positions and site energies, diagonalizing each pair numerically, and keeping those with \(E_-<0<E_+\) and \(\Gamma\) between \(0.02I\) and \(0.04I\). The ratio to the boxed formula was 1.003, 1.001 and 0.998 for \(d=1,2,3\), with statistical errors below 0.01.

## 8. Corrections to the leading logarithm

The mean of \(\ell\) follows by parts, with \(1-\cos\theta\) as the antiderivative of \(\sin\theta\). The boundary terms vanish, and with \(c=\cos\theta\),

\[
\langle\ell\rangle=\int_0^{\pi/2}\frac{(1-\cos\theta)\cos\theta}{\sin\theta}\,d\theta
=\int_0^1\frac{(1-c)\,c}{1-c^2}\,dc=\int_0^1\frac{c}{1+c}\,dc=1-\ln2\approx0.307 .
\]

For the variance, use

\[
\langle e^{s\ell}\rangle=\int_0^{\pi/2}\sin^{1-s}\theta\,d\theta=\frac{\sqrt\pi}{2}\,\frac{\Gamma_{\!E}(1-s/2)}{\Gamma_{\!E}(3/2-s/2)},
\]

where \(\Gamma_{\!E}\) is Euler's gamma function. The second derivative of its logarithm at \(s=0\) is

\[
\operatorname{var}\ell=\tfrac14\bigl[\psi'(1)-\psi'(\tfrac32)\bigr]
=\tfrac14\Bigl[\tfrac{\pi^2}{6}-\tfrac{\pi^2}{2}+4\Bigr]=1-\tfrac{\pi^2}{12}\approx0.178,
\]

with \(\psi\) the logarithmic derivative of \(\Gamma_{\!E}\). Expanding about the mean, where the linear term vanishes,

\[
\bigl\langle(L+\ell)^{d+1}\bigr\rangle=\bar L^{\,d+1}\left[1+\frac{d(d+1)}{2}\,\frac{\operatorname{var}\ell}{\bar L^2}+O(\bar L^{-3})\right],\qquad \bar L=L+1-\ln2 .
\]

Replacing \(L\) by \(\bar L\) thus removes the relative error of order \(1/L\). At \(L=28.32\) and \(d=3\), direct quadrature over \(r\) exceeds the leading law by 4.5% and the shifted law by 0.13%. The expansion predicts \(6\times0.178/28.63^2=0.0013\) for the latter.

The logarithm also changes the apparent power of frequency. Because \(dL/d\ln\omega=-1\), the leading law has the local exponent

\[
\frac{d\ln\sigma}{d\ln\omega}=2-\frac{d+1}{L}.
\]

It approaches 2 very slowly as \(\omega\to0\). For \(d=3\) and \(L\) between 4 and 5, the full result has a local exponent between about 1.1 and 1.3. Over a limited frequency range the conductivity can then look like a power law, although no such power is present in the theory. In lower dimensions the exponent at the same \(L\) is higher.

## 9. Is the isolated pair good enough?

Other states matter in two ways. A third state within about \(\hbar\omega\) in energy and \(r_\omega\) in distance would share the resonance. The expected number of such states is about \(g\hbar\omega V_dr_\omega^d\), which must be small; it vanishes as \(\omega\to0\). A closer third state also mixes in when its coupling exceeds its energy distance; the number of such states scales as \(gIa^d\) and does not vanish as \(\omega\to0\). A third state far from resonance can still mediate an indirect coupling. If it lies on the line between the two sites, at energy distance \(\delta\), second-order perturbation theory gives a coupling of size \((I/\delta)I(r)\). Added to the direct coupling, it multiplies \(I(r)\) by \(1\pm I/\delta\), with the sign set by whether the third state lies below or above the pair in energy. One such state changes the argument of the logarithm. Several in a row, well separated from each other, multiply the coupling by several such factors, which changes the decay length itself. Since \(r_\omega\) grows as \(\omega\to0\), the length \(a\) in the low-frequency law must then include these indirect paths. The change is small if \(I\ll\delta\) and the states are sparse on the scale of \(a\).

The assumption was tested in \(d=1\) by diagonalizing whole chains of 20 sites, with density \(0.04/a\), energies spread over \(10I\), and \(\hbar\omega\) between \(0.02I\) and \(0.10I\). The ratio to the pair formula was \(0.90\pm0.03\). Most of the deficit comes from the finite samples. Twenty sites form \(20\cdot19/2\) pairs and not \(20^2/2\), a factor 0.95. The finite chain length, \(500a\), removes about 1% of the pairs at the relevant distances, and the finite band up to another 1%. The expected ratio is then about 0.93 to 0.94, which agrees with the calculation within about one standard error. Any effect of third sites is not resolved at this precision.

## 10. Repulsion inside the pair

Suppose two electrons on the same pair repel with energy \(U(r)=e^2/(\kappa r)\), where \(\kappa\) is the dielectric constant. The lowest energies with zero, one and two electrons, measured from the Fermi level, are

\[
0,\qquad E-\frac{\Gamma}{2},\qquad 2E+U .
\]

The pair holds one electron if the middle value is the smallest:

\[
-U-\frac{\Gamma}{2}<E<\frac{\Gamma}{2}.
\]

The window grows from \(\Gamma\) to \(\Gamma+U\), while the splitting of the one-electron states is unchanged. If \(U(r_\omega)\gg\hbar\omega\) and \(g\) is still flat over \(U\), the factor \(\hbar\omega\) in the leading law is replaced by \(e^2/(\kappa aL)\):

\[
\sigma\simeq\frac{\pi}{4}V_d\,\frac{e^4}{\kappa}\,g^2\omega\,a^{d+1}L^{d}.
\]

One power of \(\omega\) and one logarithm are lost. The noninteracting law therefore requires \(U(r_\omega)\ll\hbar\omega\). For unscreened repulsion this fails at low enough frequency, because \(U(r_\omega)\) falls only as \(1/L\).

## 11. Example: a donor band in silicon

Take rough, round values for phosphorus-doped silicon: \(a=2\) nm, \(I=50\) meV, \(\kappa=11.7\), and \(10^{17}\) donors per cm³ spread over a half-filled band 10 meV wide. Then

\[
g=\frac{10^{17}\ \text{cm}^{-3}}{0.010\ \text{eV}}=10^{19}\ \text{eV}^{-1}\text{cm}^{-3}.
\]

The spinless count is used because strong repulsion on a donor prevents double occupation. Half filling then means that the sample is compensated: acceptors have taken the electrons of half the donors. Without acceptors every donor would hold one electron, and this band would be full and could not absorb.

At 0.2 THz, \(\hbar\omega=0.827\) meV, so \(L=\ln(100/0.827)=4.795\) and \(r_\omega=9.59\) nm. In practical units \(e^2/\hbar=2.434\times10^{-4}\) S, and \(g\hbar\omega=8.27\times10^{15}\) cm⁻³. The leading law gives

\[
\sigma=\frac{\pi^2}{3}\,(2.434\times10^{-4}\,\text{S})\,(8.27\times10^{15}\,\text{cm}^{-3})^2\,(2\times10^{-7}\,\text{cm})^5\,(4.795)^4
\approx9.3\times10^{-3}\ \text{S/cm}.
\]

The full integral gives \(1.24\times10^{-2}\) S/cm, or \(1.12\times10^{10}\) s⁻¹ in Gaussian units. At fixed material parameters:

| \(f\) (THz) | \(L\) | leading \(\sigma\) (S/cm) | full \(\sigma\) (S/cm) | full exponent |
|---|---|---|---|---|
| 0.1 | 5.49 | 0.0040 | 0.0051 | 1.32 |
| 0.2 | 4.79 | 0.0093 | 0.0124 | 1.24 |
| 0.5 | 3.88 | 0.0248 | 0.0361 | 1.08 |

At these values of \(L\) the leading law is 22 to 31% below the full pair result, so the full integral should be used.

How does this compare with the real material? The density lies well below the metal–insulator transition, at a few \(10^{18}\) cm⁻³, so localized states are appropriate. The assumption that fails is the absence of interactions. At 0.2 THz, \(U(r_\omega)=12.8\) meV, 15.5 times \(\hbar\omega\). With an unlimited flat band, repulsion would raise \(\sigma\) by a factor 15. But \(U\) exceeds the band width, so the window is cut off at the band edges. If the band of bare site energies is centred on \(E=0\), the factor falls to about 6, but a pair at \(r_\omega\) is then only 0.38 filled per site. If it is centred on the window, at \(E=-U/2\), the pair is half filled and the factor is about 11. This is an estimate of size, since interactions also reshape \(g\). The noninteracting value is thus a reference, not a prediction for this material.

Several other simplifications were sized one at a time, relative to the full noninteracting value at 0.2 THz. A coupling \(I(r/a)e^{-r/a}\) moves \(r_\omega\) to 13.4 nm and raises \(\sigma\) by a factor 4.2; most of this, a factor 3.8, arises because \(r_\omega\) enters to the fourth power. An anisotropic envelope from a single valley, with rough radii 1.4 and 2.5 nm and averaged over directions, gives a factor 1.3. A real donor state in silicon combines six valleys, and their interference makes the coupling oscillate with the donor separation on the scale of the lattice. With equal valley weights and isotropic envelopes, this multiplies \(\sigma\) by about 0.4. The mean number of other donors within \(r_\omega\) is 0.37, and the mean number that also fall in an energy window of total width \(\hbar\omega\) is 0.03 (0.06 if \(\hbar\omega\) is allowed on either side of a level). This count leaves out closer donors whose coupling to one of the two sites exceeds their energy distance; these number about 0.4 per pair. Indirect coupling is not excluded by the condition \(I\ll\delta\) either, since \(I\) exceeds the band width. Third donors are thus not rare, yet their net effect on \(\sigma\) is small here: diagonalizing periodic samples of 40 donors with these parameters, without repulsion and with the Fermi level averaged over the central half of the band, gives \(0.99\pm0.01\) of the pair formula after correcting for the finite number of pairs. Finally, \(\hbar\omega/k_B=9.6\) K sets the temperature scale well below which a real sample must be held for a zero-temperature description. The temperature independence found in section 5 does not carry over, because it holds only without repulsion. When \(U\) is much larger than both \(\hbar\omega\) and \(k_BT\), most active pairs hold one electron, and heating reduces their net absorption by approximately the factor \(\tanh(\hbar\omega/2k_BT)\). Apart from the valley estimate, the thermal factor, the filling 0.38 and the factor 11 for the centred band, the factor 3.8, the count of close donors and the 40-donor samples, the values behind this section are in the numerical output below.

## Computed results

```
driven pairs / golden rule: 0.9917
d=1 random pairs / formula: 1.003 +- 0.007
d=2 random pairs / formula: 1.001 +- 0.008
d=3 random pairs / formula: 0.998 +- 0.008
many-site chains / pair formula (d=1): 0.903 +- 0.029
mean of -ln sin: 0.30685, variance: 0.17753
d=1, L=28.32: integral/leading 1.02201, integral/shifted-log 1.00022
d=2, L=28.32: integral/leading 1.03353, integral/shifted-log 1.00066
d=3, L=28.32: integral/leading 1.04544, integral/shifted-log 1.00133
thermal window/splitting at kT=0.05 splitting: 1.00000
thermal window/splitting at kT=0.5 splitting: 1.00000
thermal window/splitting at kT=3.0 splitting: 1.00000
a = 2.0 nm, I = 50.0 meV, kappa = 11.7
donors = 1.0e+17 cm^-3, band width = 10.0 meV
g = 1.00e+19 eV^-1 cm^-3
f = 0.1 THz: hbar w = 0.4136 meV, L = 5.488, r_w = 10.98 nm
  sigma leading = 3.976e-03 S/cm, full = 5.121e-03 S/cm
  exponent: full 1.323, leading 1.271
f = 0.2 THz: hbar w = 0.8271 meV, L = 4.795, r_w = 9.59 nm
  sigma leading = 9.268e-03 S/cm, full = 1.244e-02 S/cm
  exponent: full 1.235, leading 1.166
f = 0.5 THz: hbar w = 2.0678 meV, L = 3.879, r_w = 7.76 nm
  sigma leading = 2.480e-02 S/cm, full = 3.608e-02 S/cm
  exponent: full 1.080, leading 0.969
0.2 THz: full sigma = 1.118e+10 s^-1 (Gaussian)
0.2 THz: loss part of permittivity 4 pi sigma/w = 0.1118
Coulomb energy at r_w = 12.83 meV, over hbar w = 15.5
Coulomb factor, unlimited flat band: 15.23
Coulomb factor, half-filled finite band: 6.25
overlap prefactor I*(r/a): r_w = 13.39 nm, factor 4.18
anisotropic radii 1.4, 2.5 nm: factor 1.32
other donors within r_w: 0.369
of these within hbar w in energy: 0.0306
hbar w / k_B = 9.60 K
```
